# Electronic thermal resistance in a magnetic field without transverse heat flow

In a model metal bar at 0.5 K, a field of 1 T reduces the longitudinal heat conductivity $\kappa_{xx}$ from 174.5 to 4.198 W/(m K). Yet two thermometers 12 mm apart on a line along the bar, with 0.2 mW flowing through it, differ by 1.528 mK both with the field and without it, provided their mean temperature is 0.5 K in both cases. The conductivity component falls by a factor of 41.6 and the measured resistance does not change.

## The bar, worked in numbers

The bar is 3 mm wide, 3 mm thick and 30 mm long, with its axis along $x$ and the field $B$ along $z$. Its side faces are thermally insulated and no electric current flows. The carriers are electrons of charge $-e$ and mass $m=1.2\,m_e$, with density $n=1.4\times10^{28}$ m$^{-3}$. The residual resistivity is $\rho_0=0.070$ nΩ m. Lattice conduction is omitted for now.

From $\rho_0=m/(ne^2\tau)$ the transport time is $\tau=43.45$ ps. At 1 T the product of cyclotron frequency and transport time is
$$u=\omega_c\tau=\frac{eB}{m}\tau=6.369 .$$
The zero-field conductivity is $\kappa_0=L_0T/\rho_0=174.5$ W/(m K), with $L_0=(\pi^2/3)(k_B/e)^2$. As proved below, the field changes the conductivity tensor to
$$\kappa_{xx}=\kappa_{yy}=\frac{\kappa_0}{1+u^2},\qquad \kappa_{yx}=-\kappa_{xy}=\frac{\kappa_0u}{1+u^2},$$
which gives 4.198 and 26.74 W/(m K). The heat law $\mathbf q=-\kappa\nabla T$ reads
$$q_x=-\kappa_{xx}\partial_xT+\kappa_{yx}\partial_yT,\qquad
q_y=-\kappa_{yx}\partial_xT-\kappa_{xx}\partial_yT .$$

Insulated sides require $q_y=0$ well away from the ends. The second equation then gives $\partial_yT=-(\kappa_{yx}/\kappa_{xx})\partial_xT=-u\,\partial_xT$. Inserted in the first, this yields
$$q_x=-(\kappa_{xx}+u\kappa_{yx})\partial_xT
=-\kappa_0\frac{1+u^2}{1+u^2}\partial_xT=-\kappa_0\,\partial_xT .$$
The field has dropped out.

The heat flux is $0.2\ \text{mW}/(3\ \text{mm})^2=22.22$ W/m², so $-\partial_xT=22.22/174.5=0.1273$ K/m, or 1.528 mK over 12 mm. The transverse gradient is $6.369\times0.1273=0.811$ K/m, or 2.433 mK across the width. This is the Righi–Leduc effect. These figures take $\kappa_0$ at 0.5 K. Because $\kappa_0\propto T$, the difference along a line scales inversely with that line's mean temperature: with the centre of the bar at 0.5 K, a pair of thermometers on the colder or the warmer side face reads about 0.004 mK (0.24 %) more or less than 1.528 mK at 1 T.

The two terms of $q_x$ show what carries the heat. The longitudinal gradient supplies $4.198\times0.1273=0.53$ W/m², and the transverse gradient supplies $26.74\times0.811=21.69$ W/m². Together they make up the imposed flux.

If the sides are instead held so that $\partial_yT=0$, then $q_x=-\kappa_{xx}\partial_xT$ and the resistivity is $(1+u^2)/\kappa_0$, larger by a factor of 41.56. Heat then also flows along $y$. The quantity $1/\kappa_{xx}$ describes that measurement, not the one with insulated sides.

## The general statement

Take one carrier group with energy $E=mv^2/2$, and hence a spherical Fermi surface, with isotropic elastic scattering (at each energy, its probability depends on the scattering angle alone), $k_BT\ll E_F$, and a field weak enough for classical orbits. Let the electric current and the transverse heat flow vanish, and let lattice conduction be negligible. To leading order in $k_BT/E_F$, the thermal resistivity $-\partial_xT/q_x$ is then independent of $B$.

## Proof

**Motion at one energy.** Write the distribution as $f=f_0+(-\partial f_0/\partial E)\,g$. The magnetic force gives $\dot v_x=-\omega_cv_y$ and $\dot v_y=\omega_cv_x$, so the azimuth $\varphi$ of the velocity grows at the rate $\omega_c$. The gradients of $T$ and of the chemical potential $\mu$, together with the electric field $\boldsymbol{\mathcal E}$, drive the carriers through
$$\mathbf X=-\left[\frac{E-\mu}{T}\nabla T+\mathbf F\right],\qquad \mathbf F=\nabla\mu+e\boldsymbol{\mathcal E}.$$
The linearized steady Boltzmann equation is
$$\omega_c\frac{\partial g}{\partial\varphi}+\int W(\Theta)\,[g(\mathbf v)-g(\mathbf v')]\,d\Omega'=\mathbf v\cdot\mathbf X .$$

Try $g=\mathbf v\cdot\mathbf A$. Averaging $\mathbf v'$ around the direction of $\mathbf v$ leaves $\mathbf v\cos\Theta$, so the collision term is $\mathbf v\cdot\mathbf A/\tau$ with
$$\frac1\tau=\int W(\Theta)(1-\cos\Theta)\,d\Omega .$$

Now write plane vectors as complex numbers, $A=A_x+iA_y$. Then $\mathbf v\cdot\mathbf A=\mathrm{Re}(v^*A)$, and $v^*\propto e^{-i\varphi}$ gives $\partial_\varphi v^*=-iv^*$. The equation becomes $\mathrm{Re}\{v^*[(1/\tau-i\omega_c)A-X]\}=0$ for every $\varphi$, hence
$$A=\frac{\tau X}{1-iu}.$$

**Currents.** Let $N(E)$ be the density of states. The angular average of $\mathbf v(\mathbf v\cdot\mathbf A)$ is $v^2\mathbf A/3$. Define
$$s(E)=\frac{Nv^2}{3}\frac{\tau}{1-iu},\qquad
M_k=\int\left(-\frac{\partial f_0}{\partial E}\right)(E-\mu)^k s(E)\,dE .$$
The particle current $j$ and heat current $q$ are
$$j=-M_1\frac{\nabla T}{T}-M_0F,\qquad q=-M_2\frac{\nabla T}{T}-M_1F .$$
Setting both components of $j$ to zero gives $F=-(M_1/M_0)\nabla T/T$, so
$$q=-\kappa\nabla T,\qquad \kappa=\frac1T\left(M_2-\frac{M_1^2}{M_0}\right).$$

**Degenerate limit.** The weight $-\partial f_0/\partial E$ is even about $\mu$, and its second moment is $(\pi^2/3)(k_BT)^2$. Thus $M_2\simeq(\pi^2/3)(k_BT)^2s(\mu)$, while $M_1^2/M_0$ is smaller by order $(k_BT/E_F)^2$. On the Fermi sphere $N=3n/(2E_F)$ and $v^2=2E_F/m$, so $Nv^2/3=n/m$. Therefore
$$\kappa=\frac{\pi^2k_B^2T}{3}\,\frac{n\tau}{m}\,\frac1{1-iu}=\frac{\kappa_0}{1-iu}.$$
Its real part is $\kappa_{xx}$ and its imaginary part is $\kappa_{yx}$, as used above. Inversion gives
$$\nabla T=-\frac{1-iu}{\kappa_0}\,q .$$
For real $q$, meaning heat flow along $x$, the real part is $\partial_xT=-q/\kappa_0$ at every $u$. The field enters through $\partial_yT=uq/\kappa_0$ alone. This completes the proof.

## The correction at finite temperature

Let $\tau\propto E^r$ and $t=k_BT/E_F$. The fourth moment of the weight is $(7\pi^4/15)(k_BT)^4$. Expanding $s$ about $\mu$ gives, to the next order,
$$\kappa=\frac{\pi^2k_B^2T}{3}s(\mu)\,[1+t^2D],\qquad
D=\frac{7\pi^2}{10}\frac{E^2s''}{s}-\frac{\pi^2}{3}\left(\frac{Es'}{s}\right)^2 .$$

Since $Nv^2\propto E^{3/2}$, we have $s\propto E^a/(1-iu)$ with $a=3/2+r$ and $u\propto E^r$. Put $h=iu/(1-iu)$. Then $Eh'=rh(1+h)$ and
$$\frac{Es'}{s}=a+rh,\qquad \frac{E^2s''}{s}=(a+rh)^2-(a+rh)+r^2h(1+h).$$

The resistivity is proportional to $\mathrm{Re}[(1-iu)(1-t^2D)]$. The needed real parts are
$$\mathrm{Re}(1-iu)=1,\quad \mathrm{Re}[(1-iu)h]=0,\quad \mathrm{Re}[(1-iu)h^2]=-\frac{u^2}{1+u^2}.$$
Only the $h^2$ term of $D$ depends on field in the result. Its coefficient is $r^2(2\cdot7\pi^2/10-\pi^2/3)=16\pi^2r^2/15$. The rise relative to zero field is therefore
$$\frac{16\pi^2}{15}\,r^2t^2\,\frac{u^2}{1+u^2}.$$

It saturates at high field. For $r=1.5$ and the bar's $t=2.44\times10^{-5}$ it is $1.4\times10^{-8}$. For $r=0$ the factor $1/(1-iu)$ comes out of every $M_k$, so within this model the resistivity is independent of field at any degeneracy.

## Where the result fails

**Lattice conduction.** Phonons add a field-independent $\kappa_L=\ell\kappa_0$, if drag between phonons and electrons is neglected. Then
$$\mathrm{Re}\frac1\kappa=\frac1{\kappa_0}\mathrm{Re}\frac{1-iu}{1+\ell-i\ell u}
=\frac1{\kappa_0}\frac{1+\ell+\ell u^2}{(1+\ell)^2+\ell^2u^2}.$$
Dividing by the zero-field value $1/[\kappa_0(1+\ell)]$ and subtracting 1 gives the relative rise
$$\frac{\ell u^2}{(1+\ell)^2+\ell^2u^2}.$$
At high field ($u\gg1$), neglecting lattice conduction thus requires $\kappa_L\ll\kappa_0/(1+u^2)$, a stricter condition than $\kappa_L\ll\kappa_0$. At very high field the resistivity tends to $1/\kappa_L$.

**Two carrier types.** Let electrons and holes contribute equally, with the same $u$, and let $u\,k_BT/E_F\ll1$ so that heat carried by electrons and holes diffusing together at zero net current is negligible. The holes turn the other way, so
$$\kappa=\frac{\kappa_0}2\left(\frac1{1-iu}+\frac1{1+iu}\right)=\frac{\kappa_0}{1+u^2}.$$
This has the same $\kappa_{xx}$ as before but no $\kappa_{yx}$. The resistance measured with insulated sides now rises by a factor of 41.56 at 1 T.

**Contacts at the ends.** An isothermal end face forces $\partial_yT=0$ there. Everywhere in the bar $-\mathbf q\cdot\nabla T=|\mathbf q|^2/\kappa_0$, because the $iu$ term is perpendicular to $\mathbf q$. Integrate this over a bar of length $L$ and width $W$, with heat $Q$ per unit thickness and end-to-end difference $\Delta T$:
$$Q\,\Delta T=\frac1{\kappa_0}\int|\mathbf q|^2\,dx\,dy\ \ge\ \frac{Q^2L}{\kappa_0W}.$$
The inequality holds because each cross-section carries the same $Q$. Equality needs uniform flow along $x$, which requires $\partial_yT\neq0$ and so conflicts with the end faces. The end-to-end resistance in a field is therefore larger than without it. A finite-element solution for the bar at $u=1$ (0.157 T) gives a rise of 4.4 %, while the inner thermometers, 9 mm from the ends, show a ratio of 1.000.

## Rough scales for potassium

The inputs are rough values in the regime of fairly pure potassium, which has one conduction electron per atom and a nearly spherical Fermi surface. Residual resistivity varies from sample to sample. The results are those of a model, not measured data. In real potassium the electrical resistance keeps rising roughly linearly with field, which a model with one spherical carrier group does not reproduce, so an unchanged thermal resistance should not be expected of a real sample either.

For the lattice, a Debye temperature of 90 K gives a heat capacity of 7.75 J/(m³ K) and a sound speed of 1254 m/s. With an assumed phonon mean free path of 10 μm, the kinetic estimate is $\kappa_L=7.75\times1254\times10^{-5}/3=0.032$ W/(m K). This raises the resistance between the inner thermometers at 1 T by 0.75 %. While the rise is small it is nearly proportional to the assumed path, which is the least certain input. In a free-electron model at 0.5 K, the conduction electrons limit the path of longitudinal phonons to a few micrometres but scatter purely transverse phonons far more weakly, leaving them paths of millimetres, comparable with the bar width. An average path of 100 μm would give a rise of about 7.5 % and one of 1 mm about 70 %. In a crystal free of defects the rise could therefore reach tens of per cent, so the value of 0.75 % illustrates the effect and does not predict it for a real sample.

A relaxation time varying with polar angle $\theta$ from the field as $1+0.1\,(3\cos^2\theta-1)/2$ adds a rise of 0.10 % at 1 T. The electron mean free path is 31 μm, about 1 % of the bar width. That ratio sets the scale of surface scattering, which the model leaves out. Inelastic scattering and Landau quantization are also left out. A rough estimate puts inelastic phonon scattering at about 0.4 % of the thermal resistance. At 1 T the Landau spacing is $\hbar\omega_c\approx2.2\,k_BT$, not small against the thermal energy, but it is only $5\times10^{-5}E_F$, and the estimated oscillation of the resistance is about $3\times10^{-5}$ of its value.

## Values computed for the example and the checks

```
Sphere Boltzmann test, largest error: 5.1e-16
Temperature: 0.5 K; largest field: 1.0 T
Carrier density (rough): 1.40e+28 m^-3
Effective mass (rough): 1.2 electron masses
Residual resistivity (rough): 0.070 nOhm m
Debye temperature (rough): 90 K
Phonon mean free path (rough): 10 um
Electron-phonon coupling lambda (rough): 0.2
Relaxation-time P2 amplitude (rough): 0.1
Bar width = thickness: 3 mm; length 30 mm
Thermometer spacing: 12 mm; heat 0.2 mW
Fermi energy: 1.765 eV; kT/E_F: 2.44e-05
Transport time: 43.45 ps; mean path 31.3 um
Lorenz number: 2.4430e-08 W Ohm/K^2
kappa0: 174.50 W/(m K); 1/kappa0: 5.7306 mm K/W
Heat flux: 22.222 W/m^2
B=0.25 T: u=1.592, kappa_xx=49.361, kappa_yx=78.594 W/(m K)
  resistance/zero-field: adiabatic 1.000000, isothermal 3.535, adiabatic+lattice 1.00047
B=0.50 T: u=3.184, kappa_xx=15.663, kappa_yx=49.879 W/(m K)
  resistance/zero-field: adiabatic 1.000000, isothermal 11.141, adiabatic+lattice 1.00188
B=1.00 T: u=6.369, kappa_xx=4.198, kappa_yx=26.740 W/(m K)
  resistance/zero-field: adiabatic 1.000000, isothermal 41.563, adiabatic+lattice 1.00753
Longitudinal difference at 1 T: 1.5282 mK
Longitudinal difference at 0 T: 1.5282 mK
Transverse difference at 1 T: 2.4332 mK
Bar solve at 1 T: inner resistivity*kappa0 = 1.00000
Bar solve at 1 T: transverse gradient*kappa0/q = 6.3689
Field for u=1: 0.1570 T
Bar solve u=1: inner ratio 1.00000, end-to-end 1.0442
  end-to-end shift on halving the mesh: -1.1e-04
Square plate u=1: end-to-end ratio 1.4145
Sound speed (Debye): 1254 m/s; heat capacity 7.75 J/(m^3 K)
Lattice conductivity: 0.0324 W/(m K); ell 1.86e-04
Lattice rise at 1 T: 0.753 %
Lattice conductivity for a 1 % rise at 1 T: 0.0430 W/(m K)
Anisotropic-tau rise at 1 T: 0.101 %
Finite-degeneracy rise at 1 T, r=1.5: 1.4e-08 (fraction)
Inelastic phonon share of resistance: 0.417 %
Electron-electron rate scale * tau: 6.9e-05
Landau oscillation scale at 1 T: 3.2e-05 (fraction)
Mean path / bar width: 1.04 %
Equal electrons and holes at 1 T, resistance ratio: 41.56
```
